# Pauli Rejection on a k-Space Grid: Stationary State and Bias

## Two cells, two electrons

Take two cells of k-space with two states each, a lower one at energy 0 and an upper one at $\varepsilon$, holding two electrons. A heat bath proposes upward and downward moves at rates $w_\uparrow$ and $w_\downarrow$ per electron, with $w_\uparrow/w_\downarrow=q=e^{-\varepsilon/kT}$. A move into a cell that holds $n$ other electrons is accepted with probability $1-n/2$.

Let $p_n$ be the probability of $n$ electrons in the upper cell. From $n=0$, either electron may rise into an empty cell, at total rate $2w_\uparrow$. The return has one candidate and a half-full target, hence rate $w_\downarrow/2$. From $n=1$ to $n=2$ the rate is $w_\uparrow/2$, and the return rate is $2w_\downarrow$. Equating the flows gives

$$\frac{p_1}{p_0}=\frac{2w_\uparrow}{w_\downarrow/2}=4q,\qquad \frac{p_2}{p_1}=\frac{w_\uparrow/2}{2w_\downarrow}=\frac q4 ,$$

so $p_0:p_1:p_2=1:4q:q^2$. Two fermions on four states can be placed in one way with both below, four ways with one in each cell, and one way with both above. The rejection rule reproduces this count, although the measured occupancy can take only the values 0, ½ and 1. A coarse, noisy occupancy therefore need not spoil equilibrium. The errors of the full scheme come from elsewhere.

## The scheme

Atomic units are used in the algebra. Electrons move in a two-dimensional band $E=k^2/2m$ with two spin directions. The sheet density is $n_s=2\pi k_F^2/(2\pi)^2=k_F^2/2\pi$, and $E_F=k_F^2/2m$ denotes the zero-temperature Fermi energy. A simulation with $N$ electrons represents the area $A=N/n_s$. A square cell of side $\Delta$, with both spins pooled, then contains

$$M=\frac{2A\Delta^2}{(2\pi)^2}=\frac{N\Delta^2}{\pi k_F^2}$$

states. In the Lugli–Ferry method the scattering process first selects a final state, which is then accepted with probability $\max(0,1-n_j/M)$. Here $n_j$ is the number of *other* electrons in target cell $j$.

The bath consists of bosons with spectral weight proportional to $\omega$. Emission has weight $\omega/(1-e^{-\omega/kT})$ and absorption $\omega/(e^{\omega/kT}-1)$. With $x=(E-E')/kT$, both equal $kT\,b(x)$, where

$$b(x)=\frac{x}{1-e^{-x}},\qquad b(-x)=\frac{x}{e^x-1}=e^{-x}b(x).$$

The energy change is limited to $|E'-E|\le W$. In two dimensions the density of states is constant, so a uniform proposal in energy and angle is uniform over states. Since $b$ increases with $x$, $b(x)/b(W/kT)$ is a valid acceptance probability. A single boson energy would confine each electron to a ladder of energies; the continuous spectrum removes that obstacle to relaxation.

```
choose integer M >= 1; Delta = k_F*sqrt(pi*M/N)
place electrons, at most M per cell; count[cell] = electrons in cell
repeat N times per sweep:
    a  = random electron, energy E, cell i
    E' = E + uniform(-W, W)
    if E' < 0 or E' is beyond the grid: continue
    if random() >= b((E-E')/kT)/b(W/kT): continue
    draw angle; k' = sqrt(2*m*E'); find cell j
    others = count[j] - (1 if j == i else 0)
    if M*random() < others: continue
    count[i] -= 1; count[j] += 1; move a to k'
advance time by 1/Gamma
```

Each electron receives proposals at rate $\Gamma$, so the mean wait between proposals in the ensemble is $1/(N\Gamma)$, and $N$ proposals take $1/\Gamma$ on average. Rejected proposals count as elapsed time.

## The stationary state

Let $S(k\to k')$ be the bath rate before the Pauli test. It obeys $S(k\to k')=e^{-(E'-E)/kT}S(k'\to k)$. Try the configuration weight

$$P=\prod_a e^{-E(k_a)/kT}\prod_i g(n_i),\qquad g(n)=\prod_{l=0}^{n-1}\left(1-\frac lM\right).$$

Moving one electron from cell $i$ to cell $j$ changes the weight by

$$\frac{P'}{P}=e^{-(E'-E)/kT}\,\frac{1-n_j/M}{1-(n_i-1)/M}.$$

The forward flow is $P\,S(k\to k')(1-n_j/M)$. On the way back cell $i$ holds $n_i-1$ electrons, so the reverse flow is $P'S(k'\to k)[1-(n_i-1)/M]$. Inserting $P'/P$ makes the two equal. For a move within one cell both Pauli factors are $1-(n_i-1)/M$ and cancel. Thus $P$ is stationary, and it is the unique stationary state if the moves connect all allowed configurations, which is assumed here.

Now integrate over positions inside the cells. There are $N!/\prod_i n_i!$ ways to assign labelled electrons to cells, and each electron in cell $i$ contributes $\Delta^2z_i$, where $z_i$ is the cell average of $e^{-E/kT}$. Dropping constants common to all configurations, and multiplying by the constant $M^N$, gives for integer $M$

$$P(\{n_i\})\propto\prod_i\frac{M^{n_i}g(n_i)}{n_i!}z_i^{n_i}=\prod_i\binom{M}{n_i}z_i^{n_i}.$$

This is a canonical Fermi gas with $M$ states in each cell, all at the effective energy $\varepsilon_i=-kT\ln z_i$. It holds for any positive integer $M$. Counting noise adds no further stationary bias; what remains is the spread of energy within a cell and the fixed electron number.

For large $N$ a fugacity $\lambda=e^{\mu/kT}$ replaces the number constraint. Each cell has the sum $(1+\lambda z_i)^M$, so its mean occupancy is

$$F_i=\frac1M\,\lambda\frac{\partial}{\partial\lambda}\ln(1+\lambda z_i)^M=\frac{1}{e^{(\varepsilon_i-\mu)/kT}+1}.$$

Positions inside a cell keep their Boltzmann weight, so the local occupancy is $f(k)=F_i\,e^{-E(k)/kT}/z_i$. It can exceed one near the low-energy corner of a large cell, even a partly filled one, because the test controls only the cell total.

## Bias from the cell size

Write $\beta=1/kT$, and let $\bar E$ and $V$ be the mean and variance of the energy in a cell. For displacement $q$ from the cell centre the leading energy change is $k\cdot q/m$, and $\langle q_x^2\rangle=\langle q_y^2\rangle=\Delta^2/12$. Hence

$$V=\frac{k^2\Delta^2}{12m^2}=cE,\qquad c=\frac{\Delta^2}{6m}.$$

To order $\Delta^2$, $\varepsilon_i=\bar E-\beta V/2$, and the Boltzmann-weighted energy in the cell is $\bar E-\beta V$.

Let $f$ be the Fermi function, with $f'=-\beta f(1-f)$ and $f''=\beta^2f(1-f)(1-2f)$. At equal $\mu$, the simulated occupancy is $f-\tfrac12\beta Vf'$, while the cell average of the Fermi function is $f+\tfrac12Vf''$. Their difference is

$$\delta F=\tfrac12\beta^2Vf(1-f)[1-(1-2f)]=\beta^2Vf^2(1-f)=-\tfrac12\beta V(f^2)'.$$

The simulated energy per state is $F_i(\bar E-\beta V)$; the Fermi–Dirac value is $\bar E(f+\tfrac12Vf'')+Vf'$. The difference is

$$\bar E\,\delta F-\beta Vf+\beta Vf(1-f)=\bar E\,\delta F-\beta Vf^2.$$

Sum over cells with the constant density of states $D=N/E_F$. Integrating by parts, with vanishing boundary terms,

$$\delta N=-\frac{\beta cD}{2}\int_0^\infty E(f^2)'dE=\frac{\beta cD}{2}I,\qquad I=\int_0^\infty f^2dE,$$

$$\delta U=D\left[-\frac{\beta c}{2}\int_0^\infty E^2(f^2)'dE-\beta c\int_0^\infty Ef^2dE\right]=0.$$

At equal $\mu$ the grid thus holds too many electrons at unchanged energy. To restore $N$, shift $\mu$ by $\delta\mu$. This changes the number by $D\,\delta\mu\int(-f')dE=Df(0)\,\delta\mu$, so $\delta\mu=-\beta cI/[2f(0)]$. It changes the energy by $D\,\delta\mu\int E(-f')dE=D\,\delta\mu\int f\,dE=N\delta\mu$. The bias per electron is therefore $\delta\mu$ itself.

Since $f^2=f+kTf'$, $I=E_F-kTf(0)$. The number condition $kT\ln(1+e^{\mu/kT})=E_F$ gives $f(0)=1-e^{-y}$ with $y=E_F/kT$. Thus

$$\delta u_{\rm cell}=-\frac{\Delta^2}{12mkT}\left[\frac{E_F}{f(0)}-kT\right].$$

Inside a cell the simulated electrons keep Boltzmann weights, so they lean further towards low energy than the Fermi function does; this excess is the term $-\beta Vf^2$ per state found above. For $y\gg1$ the bias relative to the mean energy $E_F/2$ is $-\Delta^2/(6mkT)$. For $y\ll1$ the bracket tends to $E_F/2$, and at fixed $\Delta$ and $T$ the bias vanishes with density, as it must when exclusion is irrelevant. The expansion requires $\beta^2V\ll1$ at the occupied energies; in the degenerate case this means $\Delta^2\ll6m(kT)^2/E_F$.

## Bias from the electron number

A grand-canonical energy is the average of canonical energies over a number distribution of variance $\sigma^2$. Expanding about the mean, $U_{\rm gc}=U_{\rm can}+\tfrac12\sigma^2U''$, so fixing $N$ shifts the energy by $-\tfrac12\sigma^2U''$. Here $\sigma^2=kT\,\partial N/\partial\mu=kTDf(0)$. At fixed area and temperature,

$$\frac{dU}{dN}=\frac{\partial U/\partial\mu}{\partial N/\partial\mu}=\frac{D\int f\,dE}{Df(0)}=\frac{E_F}{f(0)}.$$

With $E_F=N/D$ and $df(0)/dE_F=e^{-y}/kT$,

$$U''=\frac1D\left[\frac1{f(0)}-\frac{ye^{-y}}{f(0)^2}\right].$$

Multiplying by $-\sigma^2/2$ and dividing by $N$,

$$\delta u_N=-\frac{kT}{2N}\left[1-\frac{y}{e^y-1}\right].$$

Substituting $\Delta^2=\pi k_F^2M/N=2\pi mE_FM/N$ in the cell bias gives the total

$$\delta u=-\frac{kT}{N}\left\{\frac{\pi y}{6}\left[\frac{y}{f(0)}-1\right]M+\frac12\left[1-\frac{y}{e^y-1}\right]\right\}.$$

Among integer capacities, $M=1$ minimizes this leading bias at fixed $N$. In this closed system, larger cells give smoother occupancies but a larger leading bias. Raising $N$ at fixed $\Delta$ removes the second term and leaves the first.

Finite-cell sums confirm both parts. At $y=2$ and $y=6$, the ratio of the computed cell bias to its formula is 0.9997 and 0.9989 for $N/M=6400$. For the number bias, with $N=1600$ and $M=1$, the ratios are 0.999 and 0.998.

## Relaxation and stationary runs

The example has $m=0.2$, $E_F=0.05$ eV, $kT=0.025$ eV and $W=0.075$ eV, so $y=2$. The Fermi–Dirac mean energy is 0.04017 eV; the Maxwell–Boltzmann value is $kT=0.025$ eV.

For large $N$, neglecting correlations between cell counts, the transient obeys

$$\frac{df(E)}{dt}=\int dE'\,\{R(E',E)f(E')[1-f(E)]-R(E,E')f(E)[1-f(E')]\},$$

where $R(E,E')=\Gamma b((E-E')/kT)/[2W\,b(W/kT)]$ for transfers within the window, and $E'\ge0$. Electrons start in a roughly half-filled ring between $E_F$ and $3E_F$. With $N=400$, $M=1$ and 150 ensembles, the mean energies in eV are:

| $\Gamma t$ | Monte Carlo | Boltzmann |
|---:|---:|---:|
| 0 | 0.0991 | 0.0992 |
| 5 | 0.0718 | 0.0716 |
| 20 | 0.0458 | 0.0456 |
| 80 | 0.0402 | 0.0402 |

At the times compared the two differ by at most about 0.0002 eV, although each cell is either empty or full. This comparison does not resolve the expected stationary bias of 0.0001 eV.

Longer runs with smaller $N$ do resolve it. For $y=2$ the coefficient of $M$ is $(2\pi/6)(2/0.8647-1)=1.375$, and the number term is $\tfrac12(1-2/6.389)=0.343$. For $N=40$ and $M=4$,

$$\delta u=-\frac{0.025}{40}(4\times1.375+0.343)=-0.00365\ \text{eV}.$$

The canonical sum over the actual cells gives $-0.00319$ eV, so higher orders matter at this cell size. All runs here place $k=0$ on a cell corner; with a cell centred on $k=0$ the same sum gives $-0.00306$ eV, so at this cell size the position of the grid matters too. Its mean energy, 0.03699 eV, agrees with the simulated $0.03698\pm0.00008$ eV. Doubling $N$ at $M=4$ halves the cell area and reduces the canonical bias to $-0.00169$ eV. With $N=40$ and $M=1$ it is $-0.00103$ eV; the simulated energy, $0.03925\pm0.00007$ eV, lies 1.6 standard errors above the canonical 0.03914 eV.

At fixed cell size, going from $N=400$, $M=4$ to $N=1600$, $M=16$ changes the bias only from $-0.000359$ to $-0.000343$ eV. With the number correction removed, $-0.000338$ eV remains. More electrons without smaller cells do not cure the cell bias.

## Cost and stability

A proposal costs a fixed number of operations, independent of $N$ and of the number of cells. Reaching time $t$ takes about $N\Gamma t$ proposals. A square grid of half-width $L$ has $4L^2/\Delta^2=4L^2N/(\pi k_F^2M)$ cells; for $L=4k_F$ this is about $20N/M$ counters. Averaging more ensembles reduces the statistical error but not the bias, whose leading part falls as $1/N$ at fixed integer $M$. With integer $M$ and counts updated after every move, a full cell rejects every newcomer, so no cell exceeds its capacity.

## Failure modes

**Frozen counts.** If the table is refreshed only once per sweep, several electrons can be admitted to the same vacancy. For $N=40$, $M=4$, the largest count reached 7 with a frozen table and 4 with live counts.

**Capacity below one.** A cell then accepts one electron and no second. Its sum is $1+M\lambda z_i$, so for large $N$

$$F_i=\frac{\lambda z_i}{1+M\lambda z_i}=\frac1{e^{(\varepsilon_i-\mu)/kT}+M}.$$

Occupancy may rise towards $1/M$, and $M\to0$ gives Maxwell–Boltzmann statistics. At $N=400$, $M=0.25$ the energy bias is $-0.0119$ eV, against $-0.0001$ eV for $M=1$.

**Non-integer capacity.** Acceptance stays positive until the count passes $M$, so a cell can hold the next integer above it. At $N=400$ the bias is $-0.0029$ eV for $M=1.5$, but $-0.0002$ eV for $M=2$. The remedy is to choose $\Delta$ from an integer $M$.

**Local overfilling.** For $N=40$, $M=4$ and $k=0$ on a cell corner, the four central cells have mean occupancy 0.80, yet the local value at $k=0$ is 1.17. Averaged over $E<0.1E_F$, the simulation gives 1.06, as does the formula. The next cell along an axis, with mean occupancy 0.56, reaches 1.35 at its inner corner. Where the overfilling appears depends on the grid: with a cell centred on $k=0$ the value there is 0.93, while the diagonal neighbour reaches 1.57. Energy-resolved quantities finer than a cell should not be read from such a run.

**Drift in a field.** Free flight carries electrons across cell boundaries without a Pauli test, so a fixed grid can overfill even with live counts. In a uniform field all wave vectors shift equally, and a grid moving with them preserves the counts during flight. The equilibrium results above do not cover the driven steady state.

## Use in device simulation

The model density is $4.2\times10^{-4}$ Å$^{-2}$, or $4.2\times10^{12}$ cm$^{-2}$, and its temperature is 290 K. In a device the density varies in space, so the relevant $N$ is the number of simulated electrons in one spatial region. With 40 there, held fixed, this model's bias is about 2.6% of the mean energy for $M=1$ and 8% for $M=4$. If electrons are exchanged with a large reservoir by moves that pass the same Pauli test and obey detailed balance, their number fluctuates. Only the cell part of the bias then remains, provided the comparison is made at the same mean number and the energy per electron is taken as $\langle U\rangle/\langle N\rangle$; for a mean of 40 and $M=1$ it is $-0.00083$ eV. A reservoir held at the Fermi–Dirac $\mu$ instead overfills the region, to 40.6 electrons on average, and $\langle U\rangle/\langle N\rangle$ lies 0.00058 eV low. Free flight across a region boundary has no such test, so arriving electrons can overfill cells and these bias formulas no longer apply. For $M=1$ and rapid mixing among many regions, the count in a cell of mean occupancy $F$ becomes nearly Poissonian. The cell is then empty with probability $e^{-F}$ instead of $1-F$, so exclusion is too weak and the mean energy too low. Real sheets may also have several equivalent valleys. With two valleys that exchange electrons by scattering, at the same $E_F$, total $N$ and $M=1$ per valley cell, $n_s$ doubles, $A$ halves and $\Delta^2$ doubles. The leading bias for $N=40$ then grows from $-0.0011$ to $-(0.025/40)(2.750+0.343)=-0.0019$ eV. Nonparabolic bands and further subbands change the coefficients, while the detailed-balance argument survives for scattering that moves one electron at a time, if the rates obey detailed balance and every cell has an integer capacity. In a collision between two electrons, the two final states must be tested one after the other, the second against a count that includes the first; independent tests break the stationary weight. Taking both electrons out of the counts beforehand keeps them from blocking their own moves, which corrects the rates but does not change the stationary weight. The numerical output below lists the remaining values.

## Values computed for the example and the checks

```
mass ratio 0.2; E_F 0.05 eV; kT 0.025 eV; W 0.075 eV
temperature 290.1 K
k_F 0.05123 1/angstrom
sheet density 4.1773e-04 1/angstrom^2
chemical potential 0.04636 eV
f(0) 0.86466
Fermi-Dirac mean energy 0.040174 eV
Maxwell-Boltzmann mean energy 0.025000 eV
small chain: largest count error 4.4e-16
small chain M=2.5, N=4: overfull probability 0.2198
bias ratios, finite-cell sum / leading formula:
 E_F/kT=2.0: cell 0.9997, number 0.9990
 E_F/kT=6.0: cell 0.9989, number 0.9979
relaxation N=400, M=1, 150 ensembles; energies in eV:
 t= 0/Gamma: MC 0.09914, Boltzmann 0.09915
 t= 2/Gamma: MC 0.08571, Boltzmann 0.08568
 t= 5/Gamma: MC 0.07177, Boltzmann 0.07162
 t=10/Gamma: MC 0.05771, Boltzmann 0.05751
 t=20/Gamma: MC 0.04575, Boltzmann 0.04561
 t=80/Gamma: MC 0.04024, Boltzmann 0.04019
stationary runs: 250 ensembles, 400 sweeps, first 200 dropped
 N=40, M=0.25: side 0.00718 1/angstrom
  MC 0.028220 +/- 0.000068 eV; canonical 0.028183 eV
 N=40, M=1: side 0.01436 1/angstrom
  MC 0.039250 +/- 0.000069 eV; canonical 0.039142 eV
  bias: canonical -0.001031 eV; leading -0.001074 eV
 N=40, M=4: side 0.02872 1/angstrom
  MC 0.036982 +/- 0.000084 eV; canonical 0.036987 eV
  bias: canonical -0.003187 eV; leading -0.003652 eV
 N=80, M=4: side 0.02030 1/angstrom
  MC 0.038460 +/- 0.000053 eV; canonical 0.038488 eV
  bias: canonical -0.001685 eV; leading -0.001826 eV
N=40, M=4: central cell occupancy 0.7968
N=40, M=4: local occupancy at k=0 1.1712
N=40, M=4, E<0.1 E_F: MC occupancy 1.0558, formula 1.0615
N=40, M=4: largest count live 4, frozen 7
canonical energy minus Fermi-Dirac, N=400:
 M=0.25: -0.011887 eV
 M=0.5: -0.008268 eV
 M=1: -0.000107 eV
 M=1.5: -0.002852 eV
 M=2: -0.000192 eV
 M=4: -0.000359 eV
same cell as N=400, M=4 but N=1600, M=16: -0.000343 eV
same cell, number correction removed: -0.000338 eV
```
